# Dielectric function from the current after a step in vector potential

Let a uniform vector potential be switched on suddenly in an insulating crystal and then held constant, $A(t)=A_0\theta(t)$ along $z$. If $J(t)$ is the cell-averaged charge current that follows, the dielectric function for that direction is

$$
\varepsilon(z)=1+\frac{4\pi i}{z}\sigma(z),\qquad
\sigma(z)=-\frac{1}{A_0}\int_0^\infty J(t)\,e^{izt}\,dt, \tag{1}
$$

in the limit of small $A_0$, with complex frequency $z=\omega+i\eta$, $\eta>0$. The current must be the full one,

$$
J=-\frac1\Omega\sum_j f_j\langle\psi_j|\,p_z+A+i[V_{\rm nl}^{A},\hat z]\,|\psi_j\rangle ,\qquad
V_{\rm nl}^{A}=e^{-iA\hat z}V_{\rm nl}e^{iA\hat z}. \tag{2}
$$

Its three terms are the canonical momentum, the diamagnetic term and the commutator of the nonlocal pseudopotential with position. Here $\hat z$ is the coordinate, $\Omega$ the cell volume, $f_j$ the occupations, and sums over $j$ include the average over the Brillouin zone. Hartree atomic units are used, the electron has charge $-1$, and $1/c$ is absorbed in $A$, so that $E=-\dot A$. The impulse is therefore in the electric field, $E(t)=-A_0\delta(t)$, while the vector potential is a step.

The coupling to $A$ follows from the more familiar coupling to $E$. An electron in a uniform field has potential energy $+E\hat z$, since the force on it is $-E$. With $H_0=p^2/2+v(\mathbf r,t)+V_{\rm nl}$, where $v$ contains every local potential, the orbitals obey $i\dot\psi_L=(H_0+E\hat z)\psi_L$. Define $\psi=e^{-iA\hat z}\psi_L$. Differentiating the exponential as well as the orbital gives

$$
i\dot\psi=\left[e^{-iA\hat z}(H_0+E\hat z)e^{iA\hat z}+\dot A\hat z\right]\psi
=\left[H(A)+(E+\dot A)\hat z\right]\psi=H(A)\psi .
$$

The position operator has cancelled because $E=-\dot A$. Since $e^{-iA\hat z}p_ze^{iA\hat z}=p_z+A$ and local potentials commute with $\hat z$,

$$
H(A)=\tfrac12(\mathbf p+A\mathbf e_z)^2+v(\mathbf r,t)+V_{\rm nl}^{A}. \tag{3}
$$

Unlike $E\hat z$, this Hamiltonian has the period of the lattice: under a lattice translation the two exponentials in $V_{\rm nl}^A$ acquire opposite phases. It can be used in one cell with Bloch boundary conditions. In plane waves, $\mathbf k+\mathbf G$ is replaced by $\mathbf k+\mathbf G+A\mathbf e_z$ in the kinetic energy and in the projectors, and nowhere else.

The velocity is the rate of change of position, $v_z=i[H(A),\hat z]$. From $[p_z^2,\hat z]=-2ip_z$ the kinetic part is $p_z+A$; the local potential gives nothing, and the nonlocal part gives the commutator in (2). Differentiating the exponentials in $H(A)=e^{-iA\hat z}H_0e^{iA\hat z}$ gives the same operator,

$$
\frac{\partial H}{\partial A}=-i[\hat z,H(A)]=i[H(A),\hat z]=v_z . \tag{4}
$$

This agrees with energy balance. When the self-consistent potential derives from an energy functional of the density, the orbital changes do not alter the total energy at fixed $A$, and its rate of change is $\dot A\sum_jf_j\langle v_z\rangle_j=-\Omega J\dot A=\Omega JE$, the work done by the field. A current without the commutator would violate this balance.

For a separable pseudopotential the commutator is a derivative of the projector. Take $V_{\rm nl}=D|\beta\rangle\langle\beta|$ with real, even $\beta(\mathbf r)$, and let $\beta(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\beta(\mathbf r)\,d^3r$. Write $\partial$ for the derivative with respect to $q_z$. Then $\langle\mathbf q|\hat z|\beta\rangle=i\partial\beta(\mathbf q)$ and $\langle\beta|\hat z|\mathbf q'\rangle=-i\partial\beta(\mathbf q')$, so

$$
\begin{aligned}
\langle\mathbf q|i[V_{\rm nl},\hat z]|\mathbf q'\rangle
&=iD\left[\beta(\mathbf q)\,(-i\partial\beta(\mathbf q'))-i\partial\beta(\mathbf q)\,\beta(\mathbf q')\right]\\
&=D\left[\beta(\mathbf q)\partial\beta(\mathbf q')+\partial\beta(\mathbf q)\beta(\mathbf q')\right]. 
\end{aligned}\tag{5}
$$

These plane waves are unnormalized; in a crystal with one projector per cell there is a further factor $1/\Omega$. With the field on, both arguments are shifted by $A\mathbf e_z$. For a Gaussian of width $b$, $\partial\beta=-b^2q_z\beta$, and (5) becomes $-Db^2(q_z+q_z')\beta(\mathbf q)\beta(\mathbf q')$.

To find the current just after the step, expand $H(A)$:

$$
H(A)=H_0+Av_0+\tfrac12A^2w+\dots,\qquad
v_0=i[H_0,\hat z],\quad w=-[\hat z,[\hat z,H_0]] . \tag{6}
$$

For the kinetic energy, $[\hat z,p^2/2]=ip_z$ and $[\hat z,ip_z]=-1$, hence

$$
w=1-[\hat z,[\hat z,V_{\rm nl}]] .
$$

The Hamiltonian jumps by a finite amount at $t=0$, so the orbitals $\psi$ are continuous there. The velocity operator, however, changes from $v_0$ to $v_0+A_0w$. In a time-reversal-symmetric ground state the average of $v_0$ vanishes when $\mathbf k$ and $-\mathbf k$ are added. Therefore

$$
J(0^+)=-A_0W,\qquad W=\frac1\Omega\sum_jf_j\langle w\rangle_j . \tag{7}
$$

The unit term in $w$ gives the electron density $n$, which is the diamagnetic contribution. The double commutator is the part of the nonlocal current that is itself linear in $A$. In the original gauge the same event appears as a boost: $\psi_L=e^{iA\hat z}\psi$ gains momentum $A_0$ at once.

For a weak field the current is $J(t)=\int\sigma(t-t')E(t')\,dt'$. Inserting $E=-A_0\delta$ gives $J(t)=-A_0\sigma(t)$ for $t>0$, and its transform is the second equation in (1). For the first, let all quantities vary as $e^{-izt}$. The polarization obeys $\dot P=J$, so $-izP=\sigma E$ and $P=i\sigma E/z$. Then $E+4\pi P=\varepsilon E$ gives (1). If $A$ itself were a delta function, $A=a\,\delta(t)$, the current would be $-a\,d\sigma/dt$, including a term $-aW\delta(t)$, and (1) would not apply.

Here $E$ is the total macroscopic field in the crystal. The calculation respects this if the $\mathbf G=0$ Hartree term is left out, because that term would represent the uniform field of induced surface charge. If instead the field normal to a slab is prescribed externally, then $E=E_{\rm ext}-4\pi P$. With $J=\sigma_{\rm ext}E_{\rm ext}$, $P=i\sigma_{\rm ext}E_{\rm ext}/z$ and

$$
\frac1\varepsilon=\frac{E}{E_{\rm ext}}=1-\frac{4\pi i}{z}\sigma_{\rm ext}(z).
$$

Two simple currents show the signs. Free electrons keep the velocity they receive, $J=-nA_0$. Then $\sigma=in/z$ and $\varepsilon=1-4\pi n/z^2$, the plasma result. A single bound oscillation has $J=-A_0W\cos\omega_0t$, for which

$$
\sigma(z)=\frac{iWz}{z^2-\omega_0^2},\qquad
\varepsilon(z)=1+\frac{4\pi W}{\omega_0^2-z^2}. \tag{8}
$$

This also shows how damping must be handled. Multiplying the recorded current by $e^{-\eta t}$ evaluates $\sigma$ at $\omega+i\eta$, so the denominator in (1) must be $\omega+i\eta$ too. At $\omega=0$, (8) gives $\sigma(i\eta)=W\eta/(\omega_0^2+\eta^2)$, which is not zero. Dividing it by $\omega$ instead of $z$ would produce a false divergence in the imaginary part at low frequency.

The same dielectric function can be obtained without propagation. For a perturbation $Fe^{-izt}$ plus its Hermitian conjugate, write an occupied orbital as $e^{-iE_0t}(u_0+\sum_ca_cu_c)$, with $\Delta_c=E_c-E_0$. First order gives $i\dot a_c=\Delta_ca_c+\langle c|F|0\rangle e^{-izt}+\langle c|F^\dagger|0\rangle e^{iz^*t}$. The first source produces $\langle c|F|0\rangle e^{-izt}/(z-\Delta_c)$ in $a_c$; the second produces $-\langle0|F|c\rangle e^{-izt}/(z+\Delta_c)$ in $a_c^*$. The part of $\delta\langle O\rangle$ varying as $e^{-izt}$ is therefore

$$
\sum_c\left[\frac{\langle0|O|c\rangle\langle c|F|0\rangle}{z-\Delta_c}-\frac{\langle0|F|c\rangle\langle c|O|0\rangle}{z+\Delta_c}\right]. \tag{9}
$$

Let $\chi_{OF}$ be this expression summed with $f_j/\Omega$. The subscript $n$ denotes the Fourier components of the density and $v$ the velocity $v_0$. With a Hartree response, the induced density obeys $\delta n=\chi_{nv}A+\chi_{nn}v_{\rm H}\delta n$, where $v_{\rm H}=4\pi/G^2$ for $\mathbf G\neq0$. Solving for $\delta n$ and adding the direct term $WA$ gives

$$
J=-A\left[W+\chi_{vv}+\chi_{vn}v_{\rm H}(1-\chi_{nn}v_{\rm H})^{-1}\chi_{nv}\right].
$$

Since $E=izA$, we have $\sigma=J/(izA)$ and $\varepsilon=1+4\pi J/(z^2A)$, or

$$
\varepsilon=1-\frac{4\pi}{z^2}\left[W+\chi_{vv}+\chi_{vn}v_{\rm H}(1-\chi_{nn}v_{\rm H})^{-1}\chi_{nv}\right]. \tag{10}
$$

The last term contains the local fields. An exchange-correlation kernel that depends on the density alone would be added to $v_{\rm H}$. Functionals of the current, and nonlocal exchange operators that change with the orbitals, need a separate treatment.

In an insulator the bracket in (10) must vanish as $z\to0$. Consider one filled band. At fixed ground-state potential a change of $A$ acts as a change of $k_z$, and second-order perturbation theory with (6) gives the band curvature

$$
\frac{\partial^2E_0}{\partial k_z^2}=\langle w\rangle-2\sum_c\frac{|\langle c|v_0|0\rangle|^2}{\Delta_c}. \tag{11}
$$

At $z=0$ the two fractions in (9) with $O=F=v_0$ add to $-2|\langle c|v_0|0\rangle|^2/\Delta_c$. Thus $W+\chi_{vv}(0)$ is the zone average of (11) times $f/\Omega$. The energy is periodic in $\mathbf k$, so the average of its second derivative is zero. For several filled bands the same holds for their sum, because transitions among them cancel in pairs. The local-field term vanishes too: a static density response to $v_0$, which is odd under time reversal, cancels between $\mathbf k$ and $-\mathbf k$. In a metal the average of (11) over occupied states need not vanish, and what remains is the Drude weight.

With the constant part removed, $2\Delta/(z^2-\Delta^2)=-2/\Delta-2z^2/\Delta^3-\dots$ gives the static limit without local fields for one filled band:

$$
\varepsilon(0)=1+\frac{8\pi f}{\Omega}\left\langle\sum_c\frac{|\langle c|v_0|0\rangle|^2}{\Delta_c^3}\right\rangle_{\mathbf k}. \tag{12}
$$

The cancellation explains why two apparently similar omissions have different consequences. Suppose first that $V_{\rm nl}$ is left unshifted in the Hamiltonian and the current is taken as $p_z+A$. Then $w$ is replaced by 1 and $v_0$ by $p_z$, and the bracket at $z=0$ becomes

$$
n\,r_p,\qquad r_p=1-2\left\langle\sum_c\frac{|\langle c|p_z|0\rangle|^2}{\Delta_c}\right\rangle_{\mathbf k}. \tag{13}
$$

This is not a band-curvature average when $V_{\rm nl}$ is nonlocal, and a nonzero $r_p$ gives the insulator a false term $-4\pi nr_p/z^2$. Suppose next that the propagation is correct but the commutator is omitted from the measured current. Under a slowly varying $A$ each periodic orbital follows from $\mathbf k$ to $\mathbf k+A\mathbf e_z$. The average of $p_z+A$ over a filled band is then its unperturbed average, merely relabelled, and is zero. There is no $1/z^2$ divergence, but the finite response is wrong. Good behaviour at low frequency does not show that the current is complete.

The initial current also fixes a sum rule. Integrating $\sigma(\omega+i\eta)$ over all real $\omega$ gives $\pi\sigma(0^+)$, because the delta function in time lies at the end of the integration range. The real part is even in $\omega$ and the imaginary part odd, so

$$
\int_0^\infty{\rm Re}\,\sigma(\omega+i\eta)\,d\omega=\frac{\pi}{2}W. \tag{14}
$$

As $\eta\to0$, ${\rm Re}\,\sigma=\omega\,{\rm Im}\,\varepsilon/4\pi$ for an insulator, and (14) becomes $\int_0^\infty\omega\,{\rm Im}\,\varepsilon\,d\omega=2\pi^2W$. With local potentials alone $W=n$; a nonlocal pseudopotential changes the total.

A model crystal gives these terms definite sizes. It is simple cubic with edge 6 bohr and two electrons per cell. Each site carries a Gaussian well of depth 3.5 hartree and width 1.5 bohr, and a normalized Gaussian projector of width 1 bohr and strength $D=-0.4$ hartree. A uniform background neutralizes the cell. The electrons interact through the Hartree potential alone, so exchange and correlation are absent and the self-interaction is not removed. The parameters represent no material. The basis is a fixed set of 179 plane waves, and all numbers below refer to it. On a shifted $4\times4\times4$ mesh the gap is 0.938 hartree; it falls to 0.916 on a $10\times10\times10$ mesh and is 0.912 between the zone corner R and the face centre X. The current is followed for 250 atomic units of time after a step $A_0=0.0002$, with $\eta=0.04$ hartree.

Immediately after the step, $-J/(A_0n)$ has a canonical part of zero, a diamagnetic part of 1 and a commutator part of 0.4416. Their sum, 1.4416, agrees with $\langle w\rangle$ found from a numerical second derivative of $H(A)$. The attractive projector thus raises the initial current by 44% of the diamagnetic value. With $n=2/216=0.00926$, $W=1.4416\,n=0.01335$ and $4\pi W=0.1677$ in atomic units. The current then reverses: $-J/(A_0n)$ is 0.44 at $t=1$ and $-0.94$ at $t=2$, as expected of bound electrons.

The main peak of ${\rm Im}\,\varepsilon$ lies at 1.160 hartree, or 31.6 eV, with height 1.15 at this broadening and mesh; on a $10\times10\times10$ mesh it moves to 1.17 hartree and its height falls to 1.07, while $W$, $r_p$ and the static values below do not change in the digits shown. If all the strength were at that frequency, (8) would give a static value of $1+0.1677/1.160^2=1.125$. The response calculation gives 1.118 with local fields and 1.156 without them. In this model the local fields reduce $\varepsilon(0)-1$ by about a quarter, from 0.156 to 0.118.

The test of (1) compares it with (10), where the velocity and $w$ come from finite differences of $H(A)$ and not from (5). At $\omega=1.0$ hartree the current gives $1.2812+0.3666i$ and the response formula $1.2810+0.3663i$. Over seven frequencies from 0 to 1.2 hartree the largest difference is 0.27% of $|\varepsilon-1|$, and it occurs at $\omega=0$.

At that point both methods give about 1.156, well above the static limit of 1.118. The difference comes from the imperfect cancellation of (11) in a finite plane-wave basis: with a fixed set of $\mathbf G$ the computed bands are not exactly periodic in $\mathbf k$. A denser mesh does not remove it. The residual is $3.64\times10^{-4}$ of $W$, and at $z=i\eta$ it adds

$$
\frac{0.1677\times3.64\times10^{-4}}{0.04^2}=0.038
$$

to $\varepsilon$, which accounts for the gap. The static limit quoted above has this residual removed. That 1.156 is also the static value without local fields is a coincidence. At $\omega=0.2$ hartree the same residual changes the real part by only about $-0.001$. Agreement between two methods in the same basis therefore does not establish convergence near zero frequency.

The omissions can be read at $\omega=0.2$ hartree, where the full current gives ${\rm Re}\,\varepsilon=1.121$. Without the diamagnetic term it is 3.702. The shift agrees with $4\pi n/z^2$: since $z^2=0.0384+0.0160i$ and $4\pi n=0.1164$, its real part is 2.58. Without the commutator in the measured current, ${\rm Re}\,\varepsilon=1.085$, so that ${\rm Re}\,\varepsilon-1$ is 30% too small, with no divergence beyond a basis residual of $2\times10^{-4}$ of $W$, of the same kind as the one above. For the unshifted projector, (13) gives $r_p=0.305$. The false term is then $-0.1164\times0.305/\omega^2$, or $-0.89$ at this frequency when $\eta$ is neglected, more than seven times the true $\varepsilon-1$ in size.

These numbers are related. If one transition dominated, the ratio of the matrix elements of $p_z$ and $v_0$ would be $\sqrt{(1-0.305)/1.4416}=0.69$, and omitting the commutator from the measured current would reduce $\varepsilon-1$ by this factor. The calculated factor is $0.085/0.121=0.70$.

The integral in (14), taken up to 4 hartree, is 0.9936 of $\pi W/2$. Far above the transitions, (8) gives ${\rm Re}\,\sigma\approx W\eta/\omega^2$, whose integral beyond 4 hartree is $W\eta/4$. Relative to $\pi W/2$ this is $0.04/(2\pi)\approx0.006$. Summing the poles of (10) exactly gives 0.9925, a deficit made of 0.0072 from the tails of lines below 4 hartree and 0.0003 from transitions above it; the propagated current overshoots this by about 0.001. The deficit is thus almost entirely the tail of the artificial broadening, not absorption above the cutoff.

Finally, the step must be small enough for the response to be linear. One source of error is a shift of the lines. At a given $\mathbf k$ the step moves a transition by $s=A_0\,\Delta v$, where $\Delta v$ is the difference of the band velocities, and the shift is opposite at $\mathbf k$ and $-\mathbf k$. At the centre of the line the average response is

$$
\frac12\left(\frac1{\eta+is}+\frac1{\eta-is}\right)=\frac{\eta}{\eta^2+s^2}\approx\frac1\eta\left(1-\frac{s^2}{\eta^2}\right).
$$

The largest $\Delta v$ among transitions below 1.3 hartree is 0.459, so this estimate of the relative error is $(0.0002\times0.459/0.04)^2=5\times10^{-6}$. For separate mesh points it grows as $A_0^2$ and as $1/\eta^2$. If the mesh is dense enough to give a smooth spectrum at the chosen $\eta$, the shift only relabels points of the zone. The growth as $1/\eta^2$ at the line centre then disappears, though an error of order $A_0^2$ remains. Nor is the estimate a bound on the error of $\varepsilon$. The electrons excited by the step can carry a steady current of order $A_0^3$, which adds a term of order $A_0^2/z^2$ to $\varepsilon$. This matters most near zero frequency. For $A_0=0.002$ the estimate is $5\times10^{-4}$, yet with the potential held fixed the excited electrons already raise $\varepsilon(i\eta)$ by $1.6\times10^{-4}$, or $8\times10^{-4}$ of $\varepsilon-1$ in that calculation, and by four times as much when $A_0$ is doubled. Linearity should therefore be tested directly, by repeating the run with a smaller step.

## Values computed for the example and the checks

```
cell edge: 6.0 bohr; electrons per cell: 2.0000
well depth: 3.50 hartree; width: 1.50 bohr
projector strength: -0.40 hartree; width: 1.00 bohr
plane waves: 179; reduced k points: 16 (full mesh 4x4x4)
step A0: 0.0002 a.u.; damping eta: 0.040 hartree
time step: 0.10 a.u.; duration: 250.0 a.u.
occupied band: -0.8659 to -0.8470 hartree
band gap on mesh: 0.9382 hartree
largest norm error: 1.1e-11
largest band-velocity difference below 1.3 hartree: 0.459 a.u.
nonlinearity estimate (A0*dv/eta)^2: 5.3e-06
same estimate for a ten times larger step: 5.3e-04
commutator element, quadrature: 11.55037467 a.u.
commutator element, formula: 11.55037467 a.u.
initial -J/(A0*n), dimensionless:
  canonical momentum: 0.000000
  diamagnetic: 1.000000
  nonlocal commutator: 0.441643
  total: 1.441643
mean w per electron from H(A): 1.441642
-J/(A0*n) at t=0 a.u.: 1.44164
-J/(A0*n) at t=1 a.u.: 0.44402
-J/(A0*n) at t=2 a.u.: -0.94105
-J/(A0*n) at t=4 a.u.: -0.06191
-J/(A0*n) at t=8 a.u.: -0.87336
omega (hartree): eps from current | eps reference
  0.0: 1.15673 +0.00000i | 1.15630 -0.00000i
  0.2: 1.12064 +0.00218i | 1.12055 +0.00211i
  0.4: 1.13440 +0.00393i | 1.13430 +0.00389i
  0.6: 1.16366 +0.00876i | 1.16354 +0.00873i
  0.8: 1.23879 +0.02747i | 1.23863 +0.02742i
  1.0: 1.28116 +0.36655i | 1.28104 +0.36625i
  1.2: 0.43786 +0.60183i | 0.43768 +0.60204i
largest relative difference in eps-1: 2.70e-03
main peak position: 1.160 hartree = 31.57 eV
main peak height Im eps: 1.1543
static eps with local fields: 1.1183
static eps without local fields: 1.1556
relative band-curvature residual: 3.64e-04
unshifted-projector residual per electron: 0.3051
eps at omega=0.2 hartree:
  full current: 1.1206 +0.0022i
  commutator omitted: 1.0849 +0.0015i
  diamagnetic omitted: 3.7024 -1.0735i
sum-rule integral to 4.0 hartree / (pi W/2): 0.9936
```
